\section*{The Dalgarno–Lewis Operator Equation and Closed Perturbation Sums, part 2}

A nonrelativistic hydrogen atom, with a fixed nucleus and without spin, is placed in a static electric or magnetic field. We want its ground-state energy through third order in the perturbation, without summing over excited states. Hartree atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one.

The Hamiltonian is $H_0+\lambda V$, and $\psi_0$ is the normalized, nondegenerate ground state of $H_0$, with energy $E_0$. Averages in $\psi_0$ are written $\langle A\rangle$. The perturbed state and energy are $\psi_0+\lambda\psi_1+\cdots$ and $E_0+\lambda E_1+\lambda^2E_2+\lambda^3E_3+\cdots$, with $E_1=\langle V\rangle$ and $E_2=\langle\psi_0|V|\psi_1\rangle$.

The first-order function is $\psi_1=(F-\langle F\rangle)\psi_0$, where $F$ solves the Dalgarno–Lewis equation
\begin{equation}
\boxed{\;[F,H_0]\psi_0=(V-E_1)\psi_0\;}
\label{eq:DL}
\end{equation}
with $F\psi_0$ normalizable and in the domain of $H_0$. The commutator acts as
\begin{equation}
[F,H_0]\psi_0=FE_0\psi_0-H_0F\psi_0=-(H_0-E_0)F\psi_0 .
\label{eq:commstate}
\end{equation}
When $F$ is a function of position and the potential in $H_0$ is local, \eqref{eq:DL} becomes
\begin{equation}
\tfrac12\nabla^2F+\nabla F\cdot\nabla\ln\psi_0=V-E_1 .
\label{eq:PDE}
\end{equation}

Let $|n\rangle$ be the eigenstates of $H_0$ with energies $E_n$, where $|0\rangle=\psi_0$, and let $A_{nm}=\langle n|A|m\rangle$. A primed sum omits $n=0$ and includes the continuum. The sums over states are
\begin{align}
E_2&=\sum_n{}'\,\frac{V_{0n}V_{n0}}{E_0-E_n},\label{eq:E2sum}\\
E_3&=\sum_n{}'\sum_m{}'\,
\frac{V_{0n}V_{nm}V_{m0}}{(E_0-E_n)(E_0-E_m)}
-E_1\sum_n{}'\,\frac{|V_{n0}|^2}{(E_0-E_n)^2}.
\label{eq:E3sum}
\end{align}
With $F$ they reduce to ground-state averages, the second for $F$ and $V$ real functions of position:
\begin{equation}
E_2=\sum_n{}'\,V_{0n}F_{n0}
=\langle VF\rangle-\langle V\rangle\langle F\rangle .
\label{eq:E2F}
\end{equation}
\begin{equation}
E_3=\langle F^2V\rangle-2\langle F\rangle\langle FV\rangle
-\langle V\rangle\langle F^2\rangle+2\langle F\rangle^2\langle V\rangle .
\label{eq:E3F}
\end{equation}
If the surface term at infinity vanishes, \eqref{eq:PDE} also gives
\begin{equation}
E_2=\tfrac12\int F\,\nabla\cdot(\psi_0^2\nabla F)\,d^3r
=-\tfrac12\langle|\nabla F|^2\rangle .
\label{eq:gradient}
\end{equation}

\subsection{The equation for $F$ and its boundary conditions}

In atomic units the unperturbed problem is
\begin{equation}
H_0=-\tfrac12\nabla^2-\frac1r,\qquad
\psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .
\end{equation}
Here $\ln\psi_0=-r+\text{constant}$, so $\nabla\ln\psi_0=-\hat{\mathbf r}$, and \eqref{eq:PDE} becomes
\begin{equation}
\tfrac12\nabla^2F-\frac{\partial F}{\partial r}=V-E_1 .
\label{eq:Hpde}
\end{equation}
The left side does not mix different angular momenta. For a term $r^kP_l(\cos\theta)$, where $P_l$ is a Legendre polynomial, it equals $P_l$ times
\begin{equation}
D_l\,r^k=\tfrac12\,[k(k+1)-l(l+1)]\,r^{k-2}-k\,r^{k-1}.
\label{eq:D}
\end{equation}
The part $k(k+1)$ comes from the radial derivatives, $k(k-1)+2k$. If $V$ is a polynomial, its highest power fixes the highest power of $F$, and the lower powers follow one after another.

A solution of \eqref{eq:Hpde} at $r>0$ is not enough. With $V-E_1$ replaced by zero, a purely radial $F$ obeys $\tfrac12F''+F'/r-F'=0$, or $F''/F'=2-2/r$. Integration gives $F'\propto e^{2r}/r^2$. Near the origin this $F$ behaves as $-1/r$, and the Laplacian of $1/r$ contains a delta function there, so the equation fails at that point. At large distance $F\psi_0$ grows as $e^{r}/r^2$ and cannot be normalized. This solution must be rejected, although it satisfies the differential equation at every $r>0$.

More generally, let $G$ be the difference of two acceptable solutions. By \eqref{eq:commstate}, $(H_0-E_0)G\psi_0=0$ with $G\psi_0$ normalizable. Because the ground state is nondegenerate, $G$ is a constant. A polynomial solution, once found, is thus the required one up to a constant.

The averages below need the radial moments
\begin{equation}
\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}\,dr=\frac{(k+2)!}{2^{k+1}} .
\label{eq:moments}
\end{equation}
Their values are
\begin{equation}
\begin{gathered}
\langle r\rangle=\tfrac32,\quad \langle r^2\rangle=3,\quad
\langle r^3\rangle=\tfrac{15}2,\quad \langle r^4\rangle=\tfrac{45}2,\\
\langle r^5\rangle=\tfrac{315}4,\quad \langle r^6\rangle=315,\quad
\langle r^7\rangle=\tfrac{2835}2,\quad \langle r^8\rangle=\tfrac{14175}2 .
\end{gathered}
\label{eq:momentvalues}
\end{equation}

\subsection{Electric field: the polarizability}

An electron has charge $-1$, so in a field $\mathcal E$ along $+z$ its potential energy is $+\mathcal Ez$. Thus $\lambda=\mathcal E$ and $V=z=r\cos\theta$, with $l=1$. By parity $E_1=0$. Equation \eqref{eq:D} gives
\begin{equation}
D_1r^2=2-2r,\qquad D_1r=-1 .
\end{equation}
The combination $-\tfrac12r^2$ produces $r-1$, and $-r$ produces $+1$. Their sum is $r$, as required, so
\begin{equation}
F=-\left(r+\tfrac12r^2\right)\cos\theta .
\label{eq:Fel}
\end{equation}
This function is negative for $z>0$. The amplitude $\psi_0(1+\mathcal EF)$ is reduced where the potential energy is raised, and the electron cloud moves against the field.

Because $\langle F\rangle=0$ and the angular average of $\cos^2\theta$ is $1/3$, equation \eqref{eq:E2F} gives
\begin{equation}
E_2=\langle zF\rangle
=-\tfrac13\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)
=-\tfrac13\left(3+\tfrac{15}4\right)=-\tfrac94 .
\label{eq:E2el}
\end{equation}
The gradient formula \eqref{eq:gradient} provides a second evaluation. The components of $\nabla F$ are $-(1+r)\cos\theta$ along $r$ and $(1+\tfrac12r)\sin\theta$ along $\theta$. Hence
\begin{align}
\langle|\nabla F|^2\rangle
&=\tfrac13\langle(1+r)^2\rangle+\tfrac23\langle(1+\tfrac12r)^2\rangle\nonumber\\
&=\tfrac13\cdot7+\tfrac23\cdot\tfrac{13}4=\tfrac92 ,
\end{align}
and $-\tfrac12\cdot\tfrac92=-\tfrac94$ again.

The polarizability $\alpha$ is defined by the energy shift $-\tfrac12\alpha\mathcal E^2$, so $\alpha=-2E_2=\tfrac92\,a_0^3$, where $a_0$ is the Bohr radius. The third-order coefficient vanishes: in \eqref{eq:E3F} the first term is zero because $F^2V$ is odd under inversion, and each of the others contains $\langle F\rangle$ or $\langle V\rangle$, which are both zero.

The sum over states shows what has been avoided. From \eqref{eq:E2sum},
\begin{equation}
\alpha=2\sum_n{}'\,\frac{|z_{n0}|^2}{E_n-E_0},
\end{equation}
in which every term is positive. The $2p$ state alone contributes $2.960\,a_0^3$, and the bound $p$ states from $n=2$ to $40$ together give $3.661\,a_0^3$. Over this range the terms $t_n$ fall faster than $1/n^3$. If that continues, the rest of the bound series is smaller than
\begin{equation}
N^3t_N\int_N^\infty\frac{dn}{n^3}=\tfrac12Nt_N ,\qquad N=40,
\end{equation}
which is $0.002\,a_0^3$. About $0.84\,a_0^3$, or 19 per cent of the polarizability, is left for the continuum. A sum restricted to bound states would therefore converge to a wrong value.

There is a limit to the meaning of $E_2$ here. For any nonzero $\mathcal E$, the potential energy far out on the negative $z$ axis lies below $E_0$, and the electron can tunnel away. The perturbed level is then not strictly a bound state. The coefficient describes the shift in a weak field, as long as this escape is negligible.

\subsection{Magnetic field: the perturbation and its $F$}

A uniform magnetic field $B$ along $z$ gives a case in which $E_1$ and $E_3$ do not vanish. With the vector potential $\mathbf A=\tfrac12B(-y,x,0)$, the kinetic energy of a particle of charge $-1$ is
\begin{equation}
\tfrac12(\mathbf p+\mathbf A)^2
=\tfrac12p^2+\tfrac12BL_z+\tfrac18B^2(x^2+y^2).
\end{equation}
The linear term has this form because $\nabla\cdot\mathbf A=0$, so that $\mathbf p$ and $\mathbf A$ may be interchanged in the scalar product, and $\mathbf A\cdot\mathbf p=\tfrac12B(xp_y-yp_x)$. The operator $L_z$ commutes with the whole Hamiltonian, and $L_z\psi_0=0$. The calculation therefore stays among states with $L_z=0$, where the linear term is zero. What remains is
\begin{equation}
\lambda=\beta=\frac{B^2}8,\qquad V=x^2+y^2=r^2\sin^2\theta .
\end{equation}

With $\cos^2\theta=(1+2P_2)/3$ the perturbation separates into $l=0$ and $l=2$ parts,
\begin{equation}
V=\tfrac23\,r^2(1-P_2),\qquad E_1=\tfrac23\langle r^2\rangle=2 .
\label{eq:Vmag}
\end{equation}
For the $l=0$ part, \eqref{eq:D} gives $D_0r^3=6r-3r^2$ and $D_0r^2=3-2r$, so
\begin{equation}
D_0\left(-\tfrac13r^3-r^2\right)=(r^2-2r)+(2r-3)=r^2-3 .
\end{equation}
The constant $3$ is $\langle r^2\rangle$, as the subtraction of the average in \eqref{eq:DL} demands. For the $l=2$ part, $D_2r^3=3r-3r^2$ and $D_2r^2=-2r$, so
\begin{equation}
D_2\left(-\tfrac13r^3-\tfrac12r^2\right)=(r^2-r)+r=r^2 .
\end{equation}
Combining the two with the coefficients of \eqref{eq:Vmag} gives
\begin{equation}
F=\tfrac23(-a+bP_2),\qquad
a=\tfrac13r^3+r^2,\qquad b=\tfrac13r^3+\tfrac12r^2 .
\label{eq:Fmag}
\end{equation}

\subsection{Magnetic field: the averages}

The averages of $P_2$, $P_2^2$ and $P_2^3$ over the sphere are $0$, $1/5$ and $2/35$. They follow from expansion in powers of $\cos\theta$, since the average of $\cos^{2j}\theta$ is $1/(2j+1)$. The first average needed is
\begin{equation}
\langle F\rangle=-\tfrac23\langle a\rangle
=-\tfrac23\left(\tfrac52+3\right)=-\tfrac{11}3 .
\end{equation}
In $FV$ the angular average of $(-a+bP_2)(1-P_2)$ is $-a-b/5$, so
\begin{align}
\langle FV\rangle&=-\tfrac49\left\langle r^2\left(a+\tfrac15b\right)\right\rangle
=-\tfrac49\left(\tfrac25\langle r^5\rangle+\tfrac{11}{10}\langle r^4\rangle\right)\nonumber\\
&=-\tfrac49\left(\tfrac{63}2+\tfrac{99}4\right)=-25 .
\end{align}
In $F^2$ the cross term averages to zero:
\begin{align}
\langle F^2\rangle&=\tfrac49\left\langle a^2+\tfrac15b^2\right\rangle
=\tfrac49\left(\tfrac2{15}\langle r^6\rangle+\tfrac{11}{15}\langle r^5\rangle
+\tfrac{21}{20}\langle r^4\rangle\right)\nonumber\\
&=\tfrac49\left(42+\tfrac{231}4+\tfrac{189}8\right)=\tfrac{329}6 .
\end{align}
In $F^2V$ the angular average of $(-a+bP_2)^2(1-P_2)$ is $a^2+\tfrac25ab+\left(\tfrac15-\tfrac2{35}\right)b^2$, and the last bracket is $1/7$. With $ab=\tfrac19r^6+\tfrac12r^5+\tfrac12r^4$,
\begin{align}
\langle F^2V\rangle
&=\tfrac8{27}\left\langle r^2\left(a^2+\tfrac25ab+\tfrac17b^2\right)\right\rangle\nonumber\\
&=\tfrac8{27}\left(\tfrac6{35}\langle r^8\rangle+\tfrac{32}{35}\langle r^7\rangle
+\tfrac{173}{140}\langle r^6\rangle\right)\nonumber\\
&=\tfrac8{27}\left(1215+1296+\tfrac{1557}4\right)=\tfrac{2578}3 .
\end{align}

The second-order coefficient from \eqref{eq:E2F} is
\begin{equation}
E_2=-25-2\left(-\tfrac{11}3\right)=-\tfrac{53}3\approx-17.667 ,
\label{eq:E2mag}
\end{equation}
and the third-order coefficient from \eqref{eq:E3F} is
\begin{align}
E_3&=\tfrac{2578}3-2\left(-\tfrac{11}3\right)(-25)-2\cdot\tfrac{329}6
+2\cdot\tfrac{121}9\cdot2\nonumber\\
&=\tfrac{2578}3-\tfrac{550}3-\tfrac{329}3+\tfrac{484}9
=\tfrac{5581}9\approx620.11 .
\label{eq:E3mag}
\end{align}
The numerical check evaluates \eqref{eq:E2sum} and \eqref{eq:E3sum} as explicit sums over the eigenstates of $H_0$ in a finite basis, and these agree with both coefficients.

The signs have a simple meaning. The first-order term is positive because the field adds a confining potential. The second-order term is negative because the atom contracts to reduce this cost. To first order in $\beta$ the mean value of $x^2+y^2$ changes by $2\beta\langle\psi_0|V|\psi_1\rangle=2\beta E_2$, which is negative.

\subsection{A numerical case}

Take $B=0.1$ atomic units, which is $2.35\times10^4$ tesla. Then $\beta=0.01/8=0.00125$, and the three contributions in hartree are
\begin{align}
\beta E_1&=2.5000\times10^{-3},\nonumber\\
\beta^2E_2&=-2.7604\times10^{-5},\nonumber\\
\beta^3E_3&=1.2112\times10^{-6}.
\end{align}
Their sum is a shift of $0.0024736$ hartree, or $67.31$ meV, from the field-free level. This is the orbital shift alone, since spin has been left out.

Adding the terms one by one to $-0.5$ hartree gives $-0.497500000$, $-0.497527604$ and $-0.497526393$ hartree. Diagonalization of the full magnetic Hamiltonian gives $-0.497526480$ hartree. Relative to this value, the error is $1.1\times10^{-6}$ hartree in size after second order and $8.7\times10^{-8}$ hartree after third order.

If the neglected part were purely of fourth order, halving $\beta$ would reduce it by a factor of 16. The computed factor is $15.2$. To see what a fifth-order term would do, write the remainder as $c_4\beta^4+c_5\beta^5$ and let $\kappa=c_5\beta/c_4$. The factor is then
\begin{equation}
16\,\frac{1+\kappa}{1+\kappa/2},
\end{equation}
which is below 16 for a small negative $\kappa$. A fifth-order term of opposite sign to the fourth thus lowers the factor, as observed. The factor alone does not isolate that term, because still higher orders also contribute to it.

The expansion is useful while successive terms decrease, and this does not continue to all orders. The series is asymptotic: the ratio $|E_{k+1}/E_k|$ keeps growing, from $35$ at $k=2$ to about $280$ at $k=8$ and $1300$ at $k=19$. Even at $B=0.1$ the terms are smallest at order 15, about $3\times10^{-12}$ hartree, and grow afterwards; at $B=0.2$ the smallest term is of order 7. The ratio of the third-order to the second-order term is $\beta E_3/E_2\approx-35\beta$, which is $-0.044$ here and reaches $-1$ near $\beta=0.03$, or $B\approx0.5$ atomic units. This is an optimistic limit. At $B=0.1$ the remainder of $8.7\times10^{-8}$ hartree is about $0.07$ of the third-order term, a larger fraction than $0.044$, and it is mainly of fourth order. The fourth-order term, with $E_4\approx-4.0\times10^4$, equals the third-order term in size already near $B\approx0.35$. The full remainder grows more slowly and is $0.6$ of the third-order term at $B=0.5$, but near $B\approx0.4$ the third-order term stops reducing the error: the energies through second and through third order both miss the diagonalized value by about $2.5\times10^{-3}$ hartree there. At such fields the first three coefficients do not suffice, even though each was obtained without truncating a sum over states. The Dalgarno–Lewis equation removes the error of an incomplete set of intermediate states, while the error of stopping the expansion in $\lambda$ remains.

\section*{Table of computed values}
\begin{verbatim}
ELECTRIC FIELD, V = z
<F V> (a.u.): -9/4
E2 from F (a.u.): -9/4
E2 from sum over states (a.u.): -2.25000000
E3 from F (a.u.): 0
polarizability (a0^3): 4.5000
  2p term alone (a0^3): 2.9596
  bound p states n = 2 to 40 (a0^3): 3.6613
  estimate for bound states above (a0^3): 0.0020
  left for continuum (a0^3): 0.837
MAGNETIC FIELD, V = x^2 + y^2
E1 = <V> (a.u.): 2
<F> (a.u.): -11/3
<F V> (a.u.): -25
<F^2> (a.u.): 329/6
<F^2 V> (a.u.): 2578/3
E2 from F (a.u.): -53/3 = -17.666667
E2 from sum over states (a.u.): -17.666667
E3 from F (a.u.): 5581/9 = 620.111111
E3 from sum over states (a.u.): 620.111111
B (a.u.): 0.1
B (tesla): 2.3505e+04
beta = B^2/8 (a.u.): 0.001250
beta E1 (hartree): 2.5000e-03
beta^2 E2 (hartree): -2.7604e-05
beta^3 E3 (hartree): 1.2112e-06
energy through first order (hartree): -0.497500000
energy through second order (hartree): -0.497527604
energy through third order (hartree): -0.497526393
energy from full diagonalization (hartree): -0.497526480
full minus third-order energy (hartree): -8.74e-08
remainder ratio, beta against beta/2: 15.18
shift through third order (hartree): 0.0024736
shift through third order (meV): 67.310
\end{verbatim}
